# Source-drain tunnelling: what two channel lengths reveal about the barrier: test program

```python
"""
Result under test: two opaque rectangular barriers that differ only in length
give kappa = ln(G1/G2) / (2 (L2-L1)), and kappa^2 = 2 m phi (atomic units),
so their ratio fixes the product m*phi but neither factor.
m: mass (electron masses); E: Fermi energy above the lead band bottom (eV);
phi: barrier top above E (eV); L: barrier length (nm); G: conductance (S);
A: prefactor in T = A exp(-2 kappa L); T: transmission probability.
Reference transmissions come from integrating the wave equation numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e9      # nm
KB = const.k / const.e                                      # eV/K
G0 = 2 * const.e**2 / const.h                               # S


def wave_T(E, L, top, m_bar, m_lead=None):
    """Transmission from the wave equation; top is a number or U(x in nm)."""
    m_lead = m_bar if m_lead is None else m_lead
    potential = top if callable(top) else (lambda x: top)
    k = np.sqrt(2 * m_lead * E / HARTREE)

    def rhs(x, y):
        # y = (psi, psi'/m), both continuous at the edges
        gap = (potential(x * BOHR) - E) / HARTREE
        return [m_bar * y[1], 2 * gap * y[0]]

    sol = solve_ivp(rhs, (L / BOHR, 0.0), [1 + 0j, 1j * k / m_lead],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incident = 0.5 * (psi + flux * m_lead / (1j * k))
    return 1 / abs(incident)**2


def formula_T(E, L, top, m):
    """Closed form for a rectangular barrier, below and above its top."""
    k2 = 2 * m * E / HARTREE
    kap = np.sqrt(2 * m * (top - E) / HARTREE + 0j)
    s2 = ((np.sinh(kap * L / BOHR) / kap)**2).real
    return 1 / (1 + (2 * m * top / HARTREE)**2 * s2 / (4 * k2))


def decay(m, phi):
    """Decay constant in 1/nm."""
    return np.sqrt(2 * m * phi / HARTREE) / BOHR


def prefactor(E, phi):
    return 16 * E * phi / (E + phi)**2


def kappa_from(g_short, g_long, dL):
    return np.log(g_short / g_long) / (2 * dL)


def product_from(kappa):
    """m*phi in electron masses times eV."""
    return (kappa * BOHR)**2 / 2 * HARTREE


def thermal_T(mu, L, top, m, temp):
    """Thermally averaged transmission in linear response."""
    kt = KB * temp
    x = np.linspace(max(-40.0, -mu / kt + 1e-6), 40.0, 20001)
    weight = 1 / (4 * np.cosh(x / 2)**2)
    return simpson(formula_T(mu + kt * x, L, top, m) * weight, x=x)


def four_figures(value):
    return float(f"{value:.3e}")


# Example parameters
m, E, phi = 0.2, 0.1, 0.2
L1, L2, valleys = 5.0, 7.0, 4
dL, top = L2 - L1, E + phi
kappa_true, A_true = decay(m, phi), prefactor(E, phi)

# Closed form against the wave equation, below and above the barrier top
for energy in (0.04, 0.1, 0.25, 0.45):
    for length in (2.0, 5.0, 7.0):
        ref = wave_T(energy, length, top, m)
        assert abs(formula_T(energy, length, top, m) / ref - 1) < 1e-6

# Error of the opaque limit on a barrier thin enough to show it
L_thin = 2.0
q = np.exp(-2 * kappa_true * L_thin)
thin_error = A_true * q / wave_T(E, L_thin, top, m) - 1
assert abs(thin_error - ((A_true - 2) * q + q**2)) < 1e-6
assert abs(thin_error) <= 2 * q + q**2

# Synthetic measurement and recovery of the decay constant
T1, T2 = (wave_T(E, L, top, m) for L in (L1, L2))
G1, G2 = (four_figures(valleys * G0 * T) for T in (T1, T2))
kappa = kappa_from(G1, G2, dL)
product = product_from(kappa)
assert abs(kappa / kappa_true - 1) < 5e-4      # four-figure data
assert abs(product / (m * phi) - 1) < 1e-3

# Scaled triples have the same conductance at every length
for s in (0.5, 2.0):
    for length in (3.0, L1, L2):
        twin = wave_T(E / s, length, top / s, m * s)
        assert abs(twin / wave_T(E, length, top, m) - 1) < 1e-6

# Same product but E held fixed: same slope, different absolute values
H1, H2 = (wave_T(E, L, E + 2 * phi, m / 2) for L in (L1, L2))
assert abs(kappa_from(H1, H2, dL) / kappa_true - 1) < 1e-4
assert abs(H1 / T1 - 1) > 0.1

# Known E, known number of modes, equal masses: two candidates remain
A = G1 / (valleys * G0) * np.exp(2 * kappa * L1)
roots = [(2 + sign * np.sqrt(4 - A)) / np.sqrt(A) for sign in (-1, 1)]
phis = [E / r**2 for r in roots]
masses = [product / p for p in phis]
assert abs(phis[0] / phi - 1) < 0.02
assert abs(masses[0] / m - 1) < 0.02
phi_other = E**2 / phi
m_other = m * phi / phi_other
assert abs(phis[1] / phi_other - 1) < 0.02
for length, ref in ((L1, T1), (L2, T2)):
    other = wave_T(E, length, E + phi_other, m_other)
    assert abs(other / ref - 1) < 1e-6

# A separate lead mass restores a continuous family at fixed E
phi_free = 0.3
m_bar = m * phi / phi_free
speed2 = E / phi
m_lead = E * m_bar / (phi_free * speed2)
for length, ref in ((L1, T1), (L2, T2)):
    other = wave_T(E, length, E + phi_free, m_bar, m_lead)
    assert abs(other / ref - 1) < 1e-6

# A known barrier shift separates mass and height
shift = 0.05
S1, S2 = (four_figures(valleys * G0 * wave_T(E, L, top - shift, m))
          for L in (L1, L2))
kappa_shift = kappa_from(S1, S2, dL)
m_found = (product - product_from(kappa_shift)) / shift
phi_found = product / m_found
assert abs(m_found / m - 1) < 0.01
assert abs(phi_found / phi - 1) < 0.01

# Low-temperature expansion against the thermal integral
temp_test = 10.0
c = kappa_true * L2 / phi + 1 / E - 1 / phi
c_prime = kappa_true * L2 / (2 * phi**2) - 1 / E**2 - 1 / phi**2
rise_formula = np.pi**2 / 6 * (KB * temp_test)**2 * (c**2 + c_prime)
rise = thermal_T(E, L2, top, m, temp_test) / formula_T(E, L2, top, m) - 1
assert abs(rise / rise_formula - 1) < 0.01

# Temperature: apparent decay constant, and breaking of the scaling
temps = (4.0, 77.0, 300.0)
hot = {t: [thermal_T(E, L, top, m, t) for L in (L1, L2)] for t in temps}
kappa_hot = {t: kappa_from(*hot[t], dL) for t in temps}
assert abs(kappa_hot[4.0] / kappa_true - 1) < 1e-3
assert kappa_hot[300.0] < 0.5 * kappa_true
gain = hot[77.0][1] / T2
gain_twin = thermal_T(2 * E, L2, 2 * top, m / 2, 77.0) / T2
assert abs(gain - gain_twin) > 0.03

# Barrier rounded by screening over a finite length
screen = 1.0


def rounded(L):
    return lambda x: top * (1 - np.cosh((x - L / 2) / screen)
                            / np.cosh(L / (2 * screen)))


R1, R2 = (wave_T(E, L, rounded(L), m) for L in (L1, L2))
kappa_round = kappa_from(R1, R2, dL)
A_round = R1 * np.exp(2 * kappa_round * L1)
assert A_round > 4

# Nonparabolic band, heavy valleys, length error
alpha = 0.5
kappa_nonpar = kappa_true * np.sqrt(1 - alpha * phi)
m_heavy, valleys_heavy = 0.9, 2
heavy = valleys_heavy * wave_T(E, L1, top, m_heavy) / (valleys * T1)
dL_error = 0.2
kappa_lo = kappa * dL / (dL + dL_error)
kappa_hi = kappa * dL / (dL - dL_error)

print(f"mass m = {m:.2f} electron masses")
print(f"Fermi energy E = {E:.2f} eV, barrier phi = {phi:.2f} eV")
print(f"lengths L1 = {L1:.1f} nm, L2 = {L2:.1f} nm")
print(f"light valleys g = {valleys}")
print(f"conductance quantum 2e^2/h = {G0*1e6:.3f} microsiemens")
print(f"transmission T1 = {T1:.4e}, T2 = {T2:.4e}")
print(f"data G1 = {G1*1e9:.4g} nS, G2 = {G2*1e9:.4g} nS")
print(f"ratio G1/G2 = {G1/G2:.3f}, its log = {np.log(G1/G2):.4f}")
print(f"recovered kappa = {kappa:.4f} 1/nm = {kappa/10:.5f} 1/angstrom")
print(f"kappa from input m and phi = {kappa_true:.4f} 1/nm")
print(f"recovered m*phi = {product:.5f} electron masses x eV")
for trial in (0.1, 0.2, 0.4):
    print(f"pair: m = {trial:.1f} electron masses, "
          f"phi = {product/trial:.4f} eV")
print(f"opaque bound 2q+q^2 at L1 = "
      f"{2*np.exp(-2*kappa_true*L1)+np.exp(-4*kappa_true*L1):.2e}")
print(f"opaque error at {L_thin:.1f} nm = {100*thin_error:.2f} %")
print(f"E fixed, m halved, phi doubled: T1 ratio = {H1/T1:.4f}")
print(f"prefactor A: recovered {A:.3f}, from inputs {A_true:.3f}")
for r, p, mm in zip(roots, phis, masses):
    print(f"known E: k/kappa = {r:.3f}, phi = {p:.4f} eV, "
          f"m = {mm:.3f} electron masses")
print(f"separate lead mass: phi = {phi_free:.2f} eV, "
      f"m_b = {m_bar:.4f}, m_l = {m_lead:.4f} electron masses")
print(f"gate shift = {shift:.2f} eV")
print(f"shifted G1 = {S1*1e9:.4g} nS, G2 = {S2*1e9:.4g} nS")
print(f"shifted kappa = {kappa_shift:.4f} 1/nm")
print(f"separated m = {m_found:.4f} electron masses")
print(f"separated phi = {phi_found:.4f} eV")
print(f"L2 rise at {temp_test:.0f} K: integral {100*rise:.4f} %, "
      f"expansion {100*rise_formula:.4f} %")
for t in temps:
    print(f"{t:.0f} K: G1 = {valleys*G0*hot[t][0]*1e9:.4g} nS, "
          f"G2 = {valleys*G0*hot[t][1]*1e9:.4g} nS, "
          f"apparent kappa = {kappa_hot[t]:.4f} 1/nm")
print(f"G2(77 K)/G2(0): example {gain:.4f}, "
      f"twin with m/2, 2E, 2phi {gain_twin:.4f}")
print(f"screening length = {screen:.1f} nm")
print(f"rounded barrier: G1 = {valleys*G0*R1*1e9:.4g} nS, "
      f"G2 = {valleys*G0*R2*1e9:.4g} nS")
print(f"rounded barrier: apparent kappa = {kappa_round:.4f} 1/nm")
print(f"rounded barrier: apparent A = {A_round:.4g}")
print(f"nonparabolicity {alpha:.1f} 1/eV: kappa = {kappa_nonpar:.4f} 1/nm")
print(f"heavy valleys: number {valleys_heavy}, "
      f"m = {m_heavy:.1f} electron masses")
print(f"heavy/light conductance at L1, same barrier = {heavy:.2e}")
print(f"length-difference error = {dL_error:.1f} nm")
print(f"kappa range from it = {kappa_lo:.4f} to {kappa_hi:.4f} 1/nm")
print("no test failed")
```

Running it gives:

```
mass m = 0.20 electron masses
Fermi energy E = 0.10 eV, barrier phi = 0.20 eV
lengths L1 = 5.0 nm, L2 = 7.0 nm
light valleys g = 4
conductance quantum 2e^2/h = 77.481 microsiemens
transmission T1 = 1.2617e-04, T2 = 2.0942e-06
data G1 = 39.1 nS, G2 = 0.649 nS
ratio G1/G2 = 60.247, its log = 4.0984
recovered kappa = 1.0246 1/nm = 0.10246 1/angstrom
kappa from input m and phi = 1.0246 1/nm
recovered m*phi = 0.04000 electron masses x eV
pair: m = 0.1 electron masses, phi = 0.4000 eV
pair: m = 0.2 electron masses, phi = 0.2000 eV
pair: m = 0.4 electron masses, phi = 0.1000 eV
opaque bound 2q+q^2 at L1 = 7.10e-05
opaque error at 2.0 nm = 2.61 %
E fixed, m halved, phi doubled: T1 ratio = 0.7200
prefactor A: recovered 3.554, from inputs 3.556
known E: k/kappa = 0.707, phi = 0.2002 eV, m = 0.200 electron masses
known E: k/kappa = 1.415, phi = 0.0499 eV, m = 0.801 electron masses
separate lead mass: phi = 0.30 eV, m_b = 0.1333, m_l = 0.0889 electron masses
gate shift = 0.05 eV
shifted G1 = 166.6 nS, G2 = 4.79 nS
shifted kappa = 0.8873 1/nm
separated m = 0.2001 electron masses
separated phi = 0.1999 eV
L2 rise at 10 K: integral 0.1999 %, expansion 0.1996 %
4 K: G1 = 39.11 nS, G2 = 0.6492 nS, apparent kappa = 1.0246 1/nm
77 K: G1 = 41.7 nS, G2 = 0.7332 nS, apparent kappa = 1.0102 1/nm
300 K: G1 = 168 nS, G2 = 64.51 nS, apparent kappa = 0.2392 1/nm
G2(77 K)/G2(0): example 1.1296, twin with m/2, 2E, 2phi 1.0302
screening length = 1.0 nm
rounded barrier: G1 = 1814 nS, G2 = 29.9 nS
rounded barrier: apparent kappa = 1.0264 1/nm
rounded barrier: apparent A = 168
nonparabolicity 0.5 1/eV: kappa = 0.9721 1/nm
heavy valleys: number 2, m = 0.9 electron masses
heavy/light conductance at L1, same barrier = 5.12e-06
length-difference error = 0.2 nm
kappa range from it = 0.9315 to 1.1385 1/nm
no test failed
```
